# Cooper Minima as Zeros of a Radial Dipole Integral

## First half: why a photoionization channel can vanish

### The physical situation

A film exposed to extreme-ultraviolet light absorbs mainly by photoionization. At these photon energies absorption is largely a property of the atoms, so a lithographer estimates it by adding atomic cross sections. One might expect each cross section to fall smoothly once the photon energy exceeds the binding energy. Some partial cross sections instead fall to a very small value, rise again, and decline a second time. The low point is called a Cooper minimum.

The electron remains bound too weakly to resist ionization, and light of the right frequency is present, so what suppresses the transition? In independent-particle theory the answer is destructive interference within one radial integral. The integral is a signed quantity that depends on energy. If it passes continuously from one sign to the other, it vanishes in between, and the partial cross section vanishes with it.

This statement needs care. The sign of a wave function is arbitrary, so "changes sign" has no meaning until a convention is fixed. The zero also belongs to one channel, whereas absorption measures a sum of channels.

### The model

Each electron moves in a fixed, real, local central potential $V(r)$. The treatment is non-relativistic, and the light is described in the dipole approximation. Atomic units are used in derivations: $\hbar=m_e=e=4\pi\varepsilon_0=1$, the energy unit is the hartree, and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant.

Near the nucleus $V\to -Z/r$. Beyond some radius $r_c$ we take $V=-1/r$, the attraction of the singly charged ion left behind.

A bound orbital is $r^{-1}P(r)Y_{lm}$, with energy $E<0$ and $\int_0^\infty P^2dr=1$. A continuum orbital is $r^{-1}u(r)Y_{l'm}$, with energy $\varepsilon=k^2/2>0$. Its radial equation is

$$u''=\left[\frac{l'(l'+1)}{r^2}+2V(r)-2\varepsilon\right]u. \tag{1}$$

The photon energy is $\omega=\varepsilon-E$.

The continuum functions are normalized per unit energy, $\int u_\varepsilon u_{\varepsilon'}dr=\delta(\varepsilon-\varepsilon')$. To find the amplitude $C$ this implies, write $u\sim C\sin(kr+\dots)$ at large $r$. The singular part of the overlap comes from large $r$ and equals $C^2(\pi/2)\,\delta(k-k')$. Since $d\varepsilon=k\,dk$, we have $\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')$. Hence $C^2\pi k/2=1$ and

$$C=\sqrt{\frac{2}{\pi k}}. \tag{2}$$

The slowly varying logarithmic Coulomb phase does not alter this singular part.

### From the transition rate to the cross section

Let the electric field be $\mathcal E_0\cos\omega t$ along $z$. The electron has charge $-1$, so its interaction energy is $\mathcal E_0z\cos\omega t$. The part that absorbs a photon is $\tfrac12\mathcal E_0z\,e^{-i\omega t}$. With energy-normalized final states the golden rule gives the rate

$$w=2\pi\left(\frac{\mathcal E_0}{2}\right)^2|z_{fi}|^2=\frac{\pi}{2}\mathcal E_0^2|z_{fi}|^2 .$$

The mean intensity is $c\mathcal E_0^2/(8\pi)$, and the photon flux is this divided by $\omega$. The cross section is rate divided by flux:

$$\sigma=\frac{\pi\mathcal E_0^2}{2}|z_{fi}|^2\,\frac{8\pi\omega}{c\mathcal E_0^2}
=4\pi^2\alpha\,\omega|z_{fi}|^2. \tag{3}$$

Now $z=r\cos\theta$, so the matrix element is an angular factor times

$$R(\varepsilon)=\int_0^\infty u(r)\,r\,P(r)\,dr. \tag{4}$$

For the angular factor, with $x=\cos\theta$ and $m\ge0$, the associated Legendre functions obey

$$(2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m .$$

The squared normalization of $Y_{lm}$ is $\mathcal N_{lm}^2=\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}$. The squared coefficient of $Y_{l+1,m}$ in $\cos\theta\,Y_{lm}$ is therefore

$$\frac{(l-m+1)^2}{(2l+1)^2}\frac{\mathcal N_{lm}^2}{\mathcal N_{l+1,m}^2}
=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .$$

It depends on $m^2$, so it holds for negative $m$ too. Because $\cos\theta$ is real, the coefficient for $l\to l-1$ is that for $l-1\to l$: its square is $(l^2-m^2)/[(2l-1)(2l+1)]$.

For a spherically averaged subshell we average over $m$, using $\sum_m m^2=l(l+1)(2l+1)/3$. For $l'=l+1$ the sum over $m$ is

$$\frac{(l+1)^2-l(l+1)/3}{2l+3}
=\frac{(l+1)(2l+3)}{3(2l+3)}=\frac{l+1}{3}.$$

For $l'=l-1$ it is

$$\frac{l^2-l(l+1)/3}{2l-1}
=\frac{l(2l-1)}{3(2l-1)}=\frac l3 .$$

Both results are $l_>/3$, where $l_>$ is the larger of $l$ and $l'$. Dividing by the $2l+1$ values of $m$ and multiplying by the number $N$ of electrons gives

$$\boxed{\sigma_{l\to l'}=\frac{4\pi^2\alpha}{3}\,\omega N\frac{l_>}{2l+1}R(\varepsilon)^2.} \tag{5}$$

The result is in square bohr. The factors in front of $R^2$ are positive and finite, so at finite $\varepsilon>0$ this partial cross section vanishes if and only if $R=0$.

### A sign convention that is continuous in energy

Replacing $u$ by $-u$ leaves (5) unchanged but reverses $R$. If the replacement is made at some energies and not at others, $R$ jumps between $+|R|$ and $-|R|$ without passing through zero. We need a convention that cannot do this.

Let $v(r,\varepsilon)$ be the regular solution of (1) fixed by $v/r^{l'+1}\to1$ as $r\to0$. It is positive near the nucleus at every energy. To show that it depends smoothly on energy, write $L=l'$ and turn (1) into an integral equation:

$$v(r)=r^{L+1}+\int_0^r g(r,s)\,2[V(s)-\varepsilon]\,v(s)\,ds, \tag{6}$$

$$g(r,s)=\frac{r^{L+1}s^{-L}-s^{L+1}r^{-L}}{2L+1}.$$

As a function of $r$, $g$ solves (1) with $V$ and $\varepsilon$ removed. It vanishes at $r=s$ and has unit slope there, so differentiating (6) twice restores (1).

Solve (6) by iteration, $v=v_0+v_1+\dots$, with $v_0=r^{L+1}$. For $s\le r$, $0\le g\le r^{L+1}s^{-L}/(2L+1)$. Define

$$Q(r)=\frac{2}{2L+1}\int_0^r s|V(s)-\varepsilon|\,ds .$$

This is finite because $sV(s)$ is bounded at the nucleus. If $|v_n|\le r^{L+1}Q^n/n!$, then

$$|v_{n+1}|\le r^{L+1}\int_0^r Q'(s)\frac{Q(s)^n}{n!}ds
=r^{L+1}\frac{Q(r)^{n+1}}{(n+1)!}.$$

The bound holds for $n=0$, hence for all $n$. The series converges uniformly for bounded $r$ and $\varepsilon$. Each term is a polynomial in $\varepsilon$, so $v$ is an entire function of $\varepsilon$ at fixed $r$. The same argument applies to $v'$.

### The amplitude cannot vanish

We must still convert $v$ to the energy-normalized $u$. Beyond $r_c$ it is a combination of the regular and irregular Coulomb functions,

$$v=aF+bG,\qquad F\sim\sin\Theta,\quad G\sim\cos\Theta ,$$

where $\Theta$ is the common Coulomb phase. With primes denoting $d/dr$, $F'G-FG'=k$. It follows that

$$a=\frac{v'G-vG'}{k},\qquad b=\frac{vF'-v'F}{k}, \tag{7}$$

evaluated at any $r\ge r_c$. The amplitude of $v$ is $A=\sqrt{a^2+b^2}$. If $A$ were zero, both $v$ and $v'$ would vanish at $r_c$. A second-order linear equation would then give $v=0$ everywhere, contradicting $v\to r^{L+1}$. Thus $A(\varepsilon)>0$ for $\varepsilon>0$, and by (7) it is continuous.

From (2), $u=\sqrt{2/(\pi k)}\,v/A$, and therefore

$$R(\varepsilon)=\sqrt{\frac{2}{\pi k}}\,\frac{D(\varepsilon)}{A(\varepsilon)},\qquad
D(\varepsilon)=\int_0^\infty v\,r\,P\,dr. \tag{8}$$

The integral $D$ is also continuous. On a closed interval of positive energies $v$ is uniformly bounded at large $r$, while $P$ decays exponentially, so the tail of the integral is uniformly small.

More is true. For slightly complex $k$, $v$ grows no faster than a power of $r$ times $e^{|\mathrm{Im}\,k|r}$, whereas $P$ falls as a power times $e^{-\kappa r}$, with $\kappa=\sqrt{-2E}$. Uniform convergence persists for $|\mathrm{Im}\,k|<\kappa$. Hence $D$, and with it $R$, is analytic near every positive energy and may be expanded in a Taylor series there.

### The theorem and its limits

With $P$ and $u$ positive near the nucleus, suppose $R(\varepsilon_1)$ and $R(\varepsilon_2)$ have opposite signs at two positive energies. Continuity gives an energy $\varepsilon_0$ between them with $R(\varepsilon_0)=0$. By (5) the partial cross section is zero there. Since it cannot be negative, and an analytic $R$ that is not identically zero has isolated zeros, this is a strict local minimum.

Near a simple zero put $\delta=\varepsilon-\varepsilon_0$ and $\omega_0=\varepsilon_0-E$. Then $R=R'\delta+\tfrac12R''\delta^2+\dots$, with derivatives at $\varepsilon_0$, and

$$\sigma=\frac{4\pi^2\alpha}{3}N\frac{l_>}{2l+1}\omega_0R'^2\delta^2
\left[1+\left(\frac1{\omega_0}+\frac{R''}{R'}\right)\delta+O(\delta^2)\right]. \tag{9}$$

The minimum is quadratic at leading order. Averaging equal displacements on the two sides removes the linear correction in the bracket.

The converse requires two distinctions. First, $R$ may touch zero without changing sign. The cross section still vanishes, but $R$ and $R'$ must vanish at the same energy. If $R''\ne0$ there, a small change of the potential that shifts this extreme value of $R$ away from zero either removes the contact or splits it into two simple zeros.

Second, a minimum need not be a zero. Differentiating $\omega R^2$ gives

$$\frac{d}{d\varepsilon}(\omega R^2)=R\,(R+2\omega R').$$

The second factor can vanish with $R\ne0$. A dip in a measured curve therefore does not by itself establish a sign change.

## Second half: the sign at high energy and the rubidium atom

### Results carried forward

The radial functions $P$ (bound, energy $E$) and $u$ (continuum, energy $\varepsilon=k^2/2$) are positive near the nucleus. Their dipole integral $R=\int u\,rP\,dr$ is real and continuous for $\varepsilon>0$. The partial cross section is

$$\sigma=\frac{4\pi^2\alpha}{3}\omega N\frac{l_>}{2l+1}R^2,\qquad \omega=\varepsilon-E .$$

A sign change of $R$ gives a zero of $\sigma$, with quadratic behaviour near a simple zero. The function $v$ is the same continuum wave, scaled so that $v/r^{l'+1}\to1$ at the nucleus.

### The sign at high energy

For $l'=l+1$, one end of the energy range has a predictable sign. With $H=p^2/2+V$,

$$[H,\mathbf r]=-i\mathbf p,\qquad [H,\mathbf p]=i\nabla V,
\qquad [H,[H,\mathbf r]]=\nabla V .$$

Between eigenstates the double commutator supplies $(\varepsilon-E)^2=\omega^2$. Since $\nabla_zV=V'\cos\theta$, the angular factor is the same as for $r\cos\theta$ and cancels:

$$\omega^2R=\int_0^\infty u\,V'\,P\,dr. \tag{10}$$

Let $V$ be smooth away from the nucleus. At large $k$ the rapid oscillation of $u$ cancels contributions from smooth regions, leaving $r\sim1/k$. There $V'\simeq Z/r^2$, $P\simeq a\,r^{l+1}$ with $a>0$, and $u\simeq\sqrt{2/(\pi k)}\,kr\,j_{l+1}(kr)$. With $x=kr$,

$$\omega^2R\simeq\sqrt{\frac2{\pi k}}\,\frac{aZ}{k^l}\,I_l,\qquad
I_l=\int_0^\infty x^lj_{l+1}(x)\,dx .$$

The smooth decay of $P$ acts as a convergence factor. Using $x^{-l}j_{l+1}=-(x^{-l}j_l)'$ and integrating by parts gives $I_l=2l\,I_{l-1}$ for $l\ge1$. Also $I_0=-\int_0^\infty j_0'\,dx=1$. Hence $I_l=2^ll!$ and

$$R\simeq\sqrt{\frac{2}{\pi k}}\,\frac{aZ\,2^ll!}{k^l\omega^2}>0. \tag{11}$$

A negative value near threshold is therefore sufficient for a zero. If the zeros are finite in number and simple, their number is odd.

For hydrogen $2p\to d$, the ratio of the exact integral to (11), with $\omega$ replaced by $k^2/2$, is 0.9844 at $k=100$ and 0.9961 at $k=400$. The deviation falls by four when $k$ rises by four, as expected for a correction of relative order $Z/k$. For a heavy atom (11) needs $k\gg Z$, where relativity may matter. It then describes the non-relativistic model.

### How the balance reverses

Nodes of the continuum wave move inward as energy rises. To prove it, let $q=\partial v/\partial\varepsilon$. Differentiating the radial equation gives $q''=[\dots]q-2v$, with the same bracket as for $v$. Therefore

$$(vq'-qv')'=vq''-qv''=-2v^2 .$$

Integrate from the nucleus to a node $r_n$, where $v=0$:

$$q(r_n)\,v'(r_n)=2\int_0^{r_n}v^2dr .$$

The node stays a node when $v'dr_n+q\,d\varepsilon=0$, so

$$\frac{dr_n}{d\varepsilon}=-\frac{2}{v'(r_n)^2}\int_0^{r_n}v^2\,dr<0. \tag{12}$$

Consider $4p\to d$ in an atom with an occupied $3d$ orbital. The $4p$ function has two nodes, so its outermost lobe is positive. The $3d$ function has none. Orthogonality of the $d$ continuum to $3d$ forces the continuum wave to change sign. A natural interpretation is that, at low energy, its first negative lobe covers much of the outer $4p$ lobe and makes $R$ negative. As nodes move inward, this negative contribution loses its dominance. Equation (12) proves the motion of the nodes; the assignment to particular lobes is a reading of the sign of $R$, not a separate proof.

### Rubidium: the computed zero

The example is a free Rb atom in the self-consistent Hartree–Fock–Slater potential. It contains the nuclear attraction, the Hartree repulsion, and the local exchange $-\frac32(3n/\pi)^{1/3}$, where $n$ is electron density. Where the resulting potential lies above $-1/r$, it is replaced by $-1/r$, the Latter tail.

This replacement leaves a kink in $V$, so the smoothness used in (11) does not hold. For $l=1$ the kink can contribute at the same power of $k$ as the nucleus, although here, with the kink at 3.4 bohr, its amplitude is only about $10^{-6}$ of the nuclear term. The existence of the zero below therefore rests on signs computed at finite energies, not on (11).

The $4p$ orbital energy is $-20.13$ eV. At an electron energy of 0.54 eV, $R=-3.186$ a.u.; at 299.3 eV it is $+0.02826$ a.u. One sign change was found in this interval. A scan at discrete energies could miss a close pair. The zero has

$$\varepsilon_0=45.40\ \text{eV},\qquad
\omega_0=45.40+20.13=65.53\ \text{eV},$$

or a wavelength of 18.92 nm. In the same scan neither $4p\to s$ nor $3d\to f$ changed sign.

If the sign of $u$ is instead fixed at 25 bohr, the same scan shows 34 sign changes for $4p\to d$. Only one of them is the zero found above. The other 33 are artefacts: that convention reverses $u$ whenever a node crosses 25 bohr.

Direct outward integration of the radial equation gives another view of the cancellation. The ratio $\int u\,rP\,dr\big/\int|u\,rP|\,dr$ is $-0.156$ at half the zero's electron energy, below $10^{-6}$ in size at the zero, and $+0.040$ at 1.5 times that energy. The integrand remains finite while its positive and negative parts cancel.

A central difference over $\pm0.1$ hartree estimates the slope at the zero as $R'\simeq0.10726$ a.u.; the finite step limits its accuracy to about a percent. For a displacement of 0.544 eV, or 0.0200 hartree, $R\simeq0.002145$. With $\omega_0=2.408$ hartree, $N=6$, $l_>/(2l+1)=2/3$ and one square bohr equal to 28.00 Mb,

$$\sigma\simeq0.09603\times2.408\times4\times(0.002145)^2\times28.00\ \text{Mb}
=1.19\times10^{-4}\ \text{Mb}.$$

The mean of the directly computed values on the two sides is $1.18\times10^{-4}$ Mb, about 1% lower.

### The zero need not show in the total

The two $4p$ channels have these cross sections:

| Photon energy (eV) | $4p\to d$ (Mb) | $4p\to s$ (Mb) |
|---|---|---|
| 50.00 | 0.239 | 0.753 |
| 65.53 | 0 | 0.444 |
| 91.84 | 0.086 | 0.228 |
| 120.00 | 0.146 | 0.132 |

At the zero the whole $4p$ cross section comes from the $s$ channel. The slope of the $d$ contribution is zero there, so the total has the slope of the $s$ contribution. A minimum of the total requires the rise in $d$ to balance the fall in $s$. This did not occur: the scan found no local minimum in the $4p$ total. In the independent-particle model the $d$ channel has a Cooper minimum, yet the subshell absorption declines through it. This is a property of that model: with the channel coupling of the next section a shallow minimum does appear in the total.

### What channel coupling does to the zero

In reality the light also polarizes the other electrons, and their field acts on the departing one. In the random-phase approximation with a Hartree kernel, the radial field $r$ is replaced by

$$f=r+K\chi_0f. \tag{13}$$

Here $\chi_0$ is the independent-particle response at frequency $\omega$, and $K(r,r')=r_</r_>^2$ is the dipole part of the Coulomb repulsion. The amplitude of channel $a$ becomes $D_a=\int u_a f P_a\,dr$, and $|D_a|^2$ replaces $R^2$.

Each open channel gives $\chi_0$ an imaginary part, because the outgoing Green function contains $-i\pi u_bu_b$. Write $\rho_b=u_bP_b$ and $c_b=N_bl_>/[3(2l_b+1)]$. Then

$$\chi_0=\chi_P-i\pi\sum_b c_b\,\rho_b\rho_b^{T},$$

with $\chi_P$ real. Insert this into (13) and apply the real operator $(1-K\chi_P)^{-1}$, assuming it exists. Projection on $\rho_a$ gives

$$D_a=D_a^P-i\pi\sum_b c_bH_{ab}D_b, \tag{14}$$

where $D_a^P=\rho_a^T(1-K\chi_P)^{-1}r$ and $H_{ab}=\rho_a^T(1-K\chi_P)^{-1}K\rho_b$ are real.

With one open channel, $D=D^P/(1+i\pi cH)$. Coupling to closed channels may move the zero, but where $D^P$ and $H$ are continuous in energy, a sign change of $D^P$ still produces one. A sign change through a pole, as can occur at a resonance with a closed channel, need not. With several open channels, $D_a=0$ requires

$$D_a^P=i\pi\sum_{b\ne a}c_bH_{ab}D_b .$$

This complex equation generally sets two real conditions, while energy is one adjustable parameter. An exact zero is then not generic.

For Rb the $4s$ energy is $-35.58$ eV, so $4s$ ionization is also open at the zero. Between 45.0 and 114.7 eV the lowest coupled $4p\to d$ cross section found is 0.0055 Mb, at 71.5 eV. The minimum has moved up by about 6 eV and become finite. At the original zero, 65.53 eV, the coupled value is 0.057 Mb. Coupling also changes the totals: the $4p$ cross section now has a shallow minimum of about 0.44 Mb near 84 eV, and the sum over all subshells has one of about 0.74 Mb near 78 eV. These numbers size the neglected coupling; they are not a final prediction, because the response kernel omits exchange. Adding a local exchange kernel of Kohn–Sham strength, cut off in the Latter-tail region, leaves the $4p\to d$ minimum near 71 eV but lowers it to about 0.002 Mb.

### Meaning for absorption at 13.5 nm

Light of 13.5 nm has a photon energy of 91.84 eV, about 26 eV above the independent-particle zero. The $4p\to d$ channel has recovered to 0.086 Mb, or 16% of the 0.542 Mb from all open subshells. With the Hartree-kernel coupling the total is 0.76 Mb, 40% larger; with the local exchange kernel added it is 0.70 Mb, 30% larger.

For $n_a$ atoms per volume, intensity falls as $e^{-n_a\sigma x}$. In terms of the extinction index $\beta$ it falls as $e^{-4\pi\beta x/\lambda}$. Equating the exponents gives

$$\beta=\frac{n_a\sigma\lambda}{4\pi}. \tag{15}$$

For a chosen density of $10^{22}$ cm$^{-3}$, the independent-particle result is

$$\beta=\frac{(10^{28}\ \text{m}^{-3})(0.542\times10^{-22}\ \text{m}^2)(13.5\times10^{-9}\ \text{m})}{4\pi}
=5.82\times10^{-4}.$$

Coupling raises it to $8.15\times10^{-4}$. With the convention $f_2=\sigma/(2r_e\lambda)$, where $r_e$ is the classical electron radius, the atomic factors are 0.71 and 1.00.

The chosen density is roughly that of solid rubidium, but rubidium is not a usual resist constituent. The two values correspond to absorption coefficients of 0.54 and 0.76 per micrometre. Polymer resists at this wavelength absorb roughly 5 per micrometre, so the example lies well below a typical film. A real film also breaks the assumption of isolated atoms: bonding changes the valence orbitals, and neighbours scatter the photoelectron. The calculation does not size those solid-state changes. Among the effects it does size, coupling raises the absorption number by 30 to 40%, depending on the kernel, and Kohn–Sham instead of Slater exchange in the potential lowers the independent-particle value by 12%, to 0.475 Mb.

### Other corrections

Three further effects on the zero were estimated:

- **Exchange.** Reducing the exchange strength to the Kohn–Sham value, two thirds of Slater's, and recomputing the atom moves the zero to 66.38 eV, a shift of 0.85 eV. This small number is a difference of two larger ones: the $4p$ binding energy falls by 4.70 eV, to 15.43 eV, while the electron energy of the zero rises by 5.55 eV, to 50.95 eV.
- **Spin–orbit coupling.** The first-order $4p$ splitting is 0.95 eV. If both fine-structure components had their zero at the same electron energy, their minima would differ by this amount in photon energy. Spin–orbit coupling also changes the radial functions, and the resulting shift was not sized.
- **Retardation.** The photon wavenumber times the mean $4p$ radius is 0.029, so the dipole approximation is good for ordinary amplitudes. At a dipole zero, weak higher multipoles can still leave some absorption.

Relaxation of the ionic core and ionization of more than one electron are left out and have not been sized. The computed 65.53 eV is therefore the zero of a stated model, and in photon energy the coupling shift of about 6 eV is the largest of the corrections estimated here; in electron energy the choice of exchange matters about as much. Further intermediate values are in the numerical output below.

## Table of computed values

```
Rb atom, Hartree-Fock-Slater with Latter tail
4p orbital energy: -20.13 eV
3d orbital energy: -120.72 eV
4s orbital energy: -35.58 eV
mean radius of 4p: 0.0874 nm
scan of electron energy: 0.54 to 299.3 eV
R(4p-d) at scan start: -3.1858 a.u.
R(4p-d) at scan end: 0.02826 a.u.
zeros of R, 4p-d: 1
sign changes of R, 4p-s: 0
sign changes of R, 3d-f: 0
4p-d sign changes if sign is fixed at 25 bohr: 34
zero: electron energy 45.40 eV
zero: photon energy 65.53 eV
zero: wavelength 18.919 nm
slope dR/d(eps) at zero: 0.10726 a.u.
near zero, offset 0.544 eV: mean sigma 1.178e-04 Mb
quadratic law there: 1.192e-04 Mb
net/absolute dipole integral, outward integration:
  half zero energy -0.1560, zero -7.7e-08, 1.5 times 0.0403
photon eV | R(4p-d) a.u. | sigma d Mb | sigma s Mb
  30.00 | -0.77308 | 7.08737 | 2.07889
  50.00 | -0.10987 | 0.23860 | 0.75348
  70.00 | 0.01511 | 0.00632 | 0.39063
  65.53 | 0.00000 | 0.00000 | 0.44420
  91.84 | 0.04853 | 0.08550 | 0.22821
  120.00 | 0.05549 | 0.14607 | 0.13197
  200.00 | 0.04360 | 0.15027 | 0.04586
local minima of 4p total (d+s) in scan: 0
hydrogen 2p-d, exact/high-energy law: k=100 0.9844, k=400 0.9961
at 13.5 nm, photon energy: 91.84 eV
chosen atom density: 1.0e+22 cm^-3
  independent: all shells 0.5418 Mb, f2 0.712, beta 5.820e-04
  coupled: all shells 0.7583 Mb, f2 0.997, beta 8.146e-04
random-phase 4p-d channel (Hartree kernel):
  scan 45.0 to 114.7 eV
  lowest sigma 0.00552 Mb at 71.54 eV
  sigma at independent-particle zero: 0.05728 Mb
zero with Kohn-Sham exchange: photon 66.38 eV
4p spin-orbit splitting: 0.952 eV
retardation, photon wavenumber times 4p radius: 0.0290
```
